# Shot Noise of a Diffusive Conductor from Its Transmission Eigenvalues

## 1. What fixes the form of the answer

Consider a metallic conductor between two large reservoirs, biased by a voltage $V$ at zero temperature. Let $S$ be the one-sided spectral density of the current noise at low frequency, in A²/Hz. Charge times current has the same dimension, so one may write

$$S=2eI\,F, \qquad (1)$$

with $F$ a pure number, the Fano factor. If electrons are scattered elastically and independently, $F$ can depend only on dimensionless properties of the scattering matrix.

A symmetry reduces these further. If disorder mixes the transverse channels thoroughly, its statistics are unchanged by a unitary rotation among the channels. No channel is then special, and two parameters remain: the number $N$ of channels per spin, and the length in units of the scattering length, $s=L/\ell$. In the diffusive window

$$1\ll s\ll N \qquad (2)$$

a finite limit of $F$ must be a constant, free of material parameters. Dimensions and symmetry cannot supply its value. That requires the distribution of transmission probabilities, derived below, and the result is $F=1/3$.

The assumptions are static disorder, no inelastic scattering inside the conductor, and isotropic mixing of channels. The scattering strength may vary along the length, since only the accumulated $s$ will enter. A changing cross-section is not covered by the derivation.

## 2. Noise in terms of transmission probabilities

Let $t$ be the matrix of transmission amplitudes from left to right. The eigenvalues $T_n$ of $tt^\dagger$ are the transmission probabilities. Incoming and outgoing modes may be rotated separately without changing the particle flux, so the scattering matrix can be brought to independent $2\times2$ blocks. In one block the wave leaving into the left lead is

$$b=\sqrt{1-T}\,a_L+\sqrt{T}\,a_R,$$

where $a_L$ and $a_R$ annihilate electrons arriving from the two reservoirs. The net flux in the left lead is

$$a_L^\dagger a_L-b^\dagger b=\sum_{\alpha\beta}A_{\alpha\beta}a_\alpha^\dagger a_\beta,$$

$$A_{LL}=T,\quad A_{RR}=-T,\quad A_{LR}=A_{RL}=-\sqrt{T(1-T)}.$$

The current operator is $e/h$ times this form, integrated over two energies $E,E'$ with the factor $e^{i(E-E')\tau/\hbar}$, where $\tau$ is time. Wick's theorem gives each pair $\alpha\beta$ the weight $f_\alpha(1-f_\beta)$, with $f$ the Fermi function of a reservoir. The time integral supplies $h\,\delta(E-E')$. One factor 2 comes from spin and another from the one-sided convention:

$$S=\frac{4e^2}{h}\int dE\sum_n\Big\{T_n^2\big[f_L(1-f_L)+f_R(1-f_R)\big]$$
$$\qquad+T_n(1-T_n)\big[f_L(1-f_R)+f_R(1-f_L)\big]\Big\}.$$

Multiplying out shows that

$$f_L(1-f_R)+f_R(1-f_L)=f_L(1-f_L)+f_R(1-f_R)+(f_L-f_R)^2.$$

Therefore

$$S=\frac{4e^2}{h}\int dE\sum_n\Big\{T_n\big[f_L(1-f_L)+f_R(1-f_R)\big]+T_n(1-T_n)(f_L-f_R)^2\Big\}. \qquad (3)$$

At zero temperature $f(1-f)=0$, and $(f_L-f_R)^2=1$ over an energy range $eV$. The current is $I=(2e^2/h)V\sum T_n$. If the sums vary little over that range,

$$F=\frac{\sum_nT_n(1-T_n)}{\sum_nT_n}. \qquad (4)$$

An open channel, $T=1$, is noiseless because the arriving stream is regular. A nearly closed channel contributes little current, but its noise-to-current ratio approaches that of independent random events. For the disordered conductor the two sums in (4) are replaced by their disorder averages; this is justified when many channels contribute. In one sample the sums fluctuate with energy on the scale $\hbar$ divided by the diffusion time, which can be smaller than $eV$; it is then the averages that must vary little over the bias range.

## 3. Adding one thin slice

Attach a thin slice to the right end. Let $r'$ be the reflection matrix of the old conductor seen from the slice, and let $r_s,t_s$ be the reflection and transmission matrices of the slice for waves from the left. The wave $c$ moving right at the junction obeys $c=ta+r'r_sc$, where $a$ is the incoming wave. Thus $c=(1-r'r_s)^{-1}ta$ and

$$t_{\rm new}=t_s(1-r'r_s)^{-1}t.$$

Flux conservation gives $t_s^\dagger t_s=1-r_s^\dagger r_s$. With $k=r'r_s$, the inverse of $t_{\rm new}^\dagger t_{\rm new}$ is

$$t^{-1}K(t^\dagger)^{-1},\qquad K=(1-k)(1-r_s^\dagger r_s)^{-1}(1-k^\dagger).$$

Define $Q=(tt^\dagger)^{-1}$, whose eigenvalues are $1/T_n$. Cyclic reordering does not change eigenvalues, so the new inverse probabilities are those of $Q^{1/2}KQ^{1/2}$. To second order in $r_s$,

$$\delta Q=Q^{1/2}\big(-k-k^\dagger+kk^\dagger+r_s^\dagger r_s\big)Q^{1/2}. \qquad (5)$$

Isotropy and a random reflection phase mean

$$\langle r_s\rangle=0,\quad \langle r_{s,ab}r_{s,cd}\rangle=0,\quad \langle r_{s,ab}r^*_{s,cd}\rangle=\frac{\delta s}{N}\delta_{ac}\delta_{bd}.$$

Summing over $a$ shows that $\delta s$ is the reflection probability per incoming channel. Write $\mathrm{tr}=N^{-1}\mathrm{Tr}$. For any fixed matrix $X$,

$$\langle r_sXr_s^\dagger\rangle=\langle r_s^\dagger Xr_s\rangle=\delta s\,\mathrm{tr}X.$$

Flux conservation in the old conductor gives $r'r'^\dagger=1-tt^\dagger=1-Q^{-1}$. The mean change is therefore

$$\langle\delta Q\rangle=\delta s\,Q^{1/2}(2-Q^{-1})Q^{1/2}=\delta s\,(2Q-1). \qquad (6)$$

All eigenvalues are encoded in $G(z)=\langle\mathrm{tr}\,R\rangle$, with $R=(z-Q)^{-1}$. Its change to first order in $\delta s$ is

$$\delta G=\langle\mathrm{tr}\,R^2\delta Q\rangle+\langle\mathrm{tr}\,R^2\delta Q\,R\,\delta Q\rangle.$$

The second term needs only $-k-k^\dagger$ from (5). The required averages are

$$\langle kXk^\dagger\rangle=\delta s\,(\mathrm{tr}X)(1-Q^{-1}),\qquad \langle k^\dagger Xk\rangle=\delta s\,\mathrm{tr}[X(1-Q^{-1})].$$

Since $Q(1-Q^{-1})=Q-1$, the second term becomes

$$\delta s\big\{\mathrm{tr}[R^2(Q-1)]\,\mathrm{tr}[RQ]+\mathrm{tr}[R^2Q]\,\mathrm{tr}[R(Q-1)]\big\}.$$

At large $N$ the average of a product of traces becomes the product of averages. Set

$$A=\langle\mathrm{tr}\,RQ\rangle=zG-1,\qquad B=\langle\mathrm{tr}\,R(Q-1)\rangle=(z-1)G-1.$$

Because $\partial_zR=-R^2$, the corresponding traces with $R^2$ are $-A'$ and $-B'$, where a prime on these two functions means $\partial_z$. The first term of $\delta G$ gives $-(A+B)'\delta s$, since $2Q-1=Q+(Q-1)$. The second gives $-(AB)'\delta s$. Their sum contains $A+B+AB=(A+1)(B+1)-1$, so

$$\frac{\partial G}{\partial s}=-\frac{\partial}{\partial z}\big[z(z-1)G^2\big]. \qquad (7)$$

With time-reversal symmetry $r_s$ is a symmetric matrix. An extra index pairing then adds $X^T/N$ beside $\mathrm{tr}X$. It is suppressed by $1/N$ and does not alter the leading equation.

## 4. Solution and approach to one third

Put $z=\cosh^2\xi$ and $u=G\sinh\xi\cosh\xi$. Then $z(z-1)G^2=u^2$ and $dz=2\sinh\xi\cosh\xi\,d\xi$. Multiplying (7) by $\sinh\xi\cosh\xi$ gives

$$\frac{\partial u}{\partial s}+u\frac{\partial u}{\partial\xi}=0.$$

Thus $u$ is constant along lines $\xi=\xi_0+su$. At zero length every $T_n=1$, so $G=1/(z-1)$ and $u=\coth\xi$. The solution is

$$u=\coth(\xi-su). \qquad (8)$$

The moments follow from the neighbourhood of $z=0$. Put $\xi=i\pi/2+\eta$. Then $z=-\sinh^2\eta$, and $\coth(i\pi/2+y)=\tanh y$ turns (8) into

$$\operatorname{artanh}u+su=\eta. \qquad (9)$$

From its definition, $G=-\langle T\rangle-z\langle T^2\rangle-\cdots$, where $\langle T\rangle$ is a mean over channels and disorder. Also $\sinh\xi\cosh\xi=-\sinh\eta\cosh\eta=-(\eta+\tfrac23\eta^3+\cdots)$. Hence

$$u=\langle T\rangle\eta+\Big(\tfrac23\langle T\rangle-\langle T^2\rangle\Big)\eta^3+\cdots.$$

Equation (9) gives $(1+s)u+u^3/3+\cdots=\eta$. Its inverse series is

$$u=\frac{\eta}{1+s}-\frac{\eta^3}{3(1+s)^4}+\cdots.$$

Comparing coefficients,

$$\langle T\rangle=\frac1{1+s},\qquad \langle T^2\rangle=\frac{2}{3(1+s)}+\frac1{3(1+s)^4}, \qquad (10)$$

$$F(s)=1-\frac{\langle T^2\rangle}{\langle T\rangle}=\frac13\left[1-\frac1{(1+s)^3}\right]. \qquad (11)$$

For short conductors $F\simeq s$: almost all electrons pass and there is little noise. For long ones $F\to1/3$. For equivalent channels the approach is quick: (11) gives 0.321 at $s=2$ and 0.3331 at $s=10$. The limit does not depend on that assumption, but the rate of approach does (Section 8).

The conductance in units of $2e^2/h$ is $g=N/(1+s)$. The resistance is proportional to $1+s$: the 1 is the contact contribution, and the $s$ is the part that grows with length. These are leading large-$N$ results and require $g\gg1$. When $s$ approaches $N$, the neglected interference corrections become large and localization sets in.

## 5. The bimodal distribution

Write $T=1/\cosh^2x$ with $x\ge0$, and let $p(x)$ be the density of $x$ per channel. The eigenvalue of $Q$ is $\cosh^2x$. Just above the real axis, the imaginary part of $G$ is $-\pi$ times the density of $Q$. Changing variables to $x$ multiplies that density by $2\sinh x\cosh x$, hence

$$p(x)=-\frac2\pi\operatorname{Im}u(x+i0). \qquad (12)$$

For $s\gg1$ and $x\ll s$, $u$ is small. The branch of (8) that continues (9) from $\eta=0$ to $\eta=x-i\pi/2$ reads $x-su=i\pi/2+\operatorname{artanh}u\simeq i\pi/2+u$. Therefore

$$u\simeq\frac{x-i\pi/2}{1+s},\qquad p(x)\simeq\frac1{1+s}. \qquad (13)$$

The variable $x$ is uniformly distributed. Differentiating $T=1/\cosh^2x$ gives $|dT/dx|=2T\sqrt{1-T}$, so the density of transmission probabilities is

$$\rho(T)=Np\left|\frac{dx}{dT}\right|=\frac{g}{2T\sqrt{1-T}}. \qquad (14)$$

This has a minimum at $T=2/3$ and rises towards both ends. Most channels are nearly closed, while a minority are nearly open.

The uniform density cannot continue indefinitely, because $p$ must integrate to one. To find how it ends, set $\xi=x$ and write $x-su=a+ib$ in (8). The imaginary and real parts give

$$\cosh2a=\cos2b+\frac{s\sin2b}{b},\quad x=a+\frac{b\sinh2a}{\sin2b},\quad p=\frac{2b}{\pi s}. \qquad (15)$$

Here $b$ runs from zero at the upper edge to the smallest positive root of $b\tan b=s$ at $x=0$. At $b\to0$, $\cosh2a=1+2s$, or $\sinh^2a=s$, and

$$x_{\max}=\operatorname{arsinh}\sqrt s+\sqrt{s(s+1)}.$$

For large $s$ the departure from uniformity occurs at $x$ of order $s$, where $T\simeq4e^{-2x}$ is exponentially small. It matters for counting all channels, but not for current or noise. Evaluating (15) at $x=0$ gives $(1+s)p(0)=1.028$ for $s=2$ and 1.0006 for $s=10$.

## 6. The Fano factor

The range of $x$ may now be extended to infinity. With $w=\tanh x$ and $dw=dx/\cosh^2x$,

$$\int_0^\infty\frac{dx}{\cosh^2x}=\int_0^1dw=1,\qquad \int_0^\infty\frac{dx}{\cosh^4x}=\int_0^1(1-w^2)dw=\frac23.$$

The common density $g$ cancels in (4):

$$F=\frac{g-\tfrac23g}{g}=\frac13. \qquad (16)$$

The spread of $T$ is essential. If every channel had the mean value $1/(1+s)$, $F$ would be $s/(1+s)$, close to 1. Instead, channels with $T>1/2$ carry $\tanh x=\sqrt{1-1/2}=71\%$ of the current, and their reduced noise lowers the total.

For a simulation of the average current and noise, one can draw $x$ uniformly up to a cutoff well above 1, with $g$ channels per unit of $x$, and set $T=1/\cosh^2x$. For the complete channel population at finite $s$, (15) should be used.

A lattice calculation tests the result on one finite strip without assuming isotropy. It used a square-lattice strip 50 sites wide and 80 long, with nearest-neighbour hopping as the energy unit, site energies uniform between $-0.75$ and 0.75, and electron energy $-1$ (band centre at zero). Recursive Green functions gave the transmission matrices of 60 random samples. The ratio of averages was $F=0.347$ at $g=6.35$, with a sampling error of 0.003 to 0.004. With 33 channels this conductance corresponds to $s\simeq4.2$, where (11) gives 0.331. Corrections of order $1/g$ could account for the excess, but a single strip size does not isolate its cause.

## 7. Finite temperature

Let both reservoirs have temperature $\Theta$, and write $v=eV/k\Theta$. Each integral of $f(1-f)$ equals $k\Theta$. The Fermi functions also satisfy

$$f_R(1-f_L)=e^{-v}f_L(1-f_R),\qquad f_L(1-f_R)-f_R(1-f_L)=f_L-f_R.$$

Since $\int(f_L-f_R)dE=eV$, the sum of the two products integrates to

$$eV\frac{1+e^{-v}}{1-e^{-v}}=eV\coth(v/2).$$

By the identity above (3), $\int(f_L-f_R)^2dE=eV\coth(v/2)-2k\Theta$. With $\mathcal G=I/V$ the conductance in siemens, (3) becomes

$$S=2\mathcal G\left\{2k\Theta+F\left[eV\coth\frac{eV}{2k\Theta}-2k\Theta\right]\right\}. \qquad (17)$$

Solving (17) for $F$ gives the quantity to extract from noise data under these assumptions. For $F=1/3$,

$$S=\frac23\mathcal G\left[4k\Theta+eV\coth\frac{eV}{2k\Theta}\right]. \qquad (18)$$

At $V\to0$, $eV\coth(eV/2k\Theta)\to2k\Theta$ and (18) gives the equilibrium noise $4k\Theta\mathcal G$. At $eV\gg k\Theta$ it gives $2eI/3$ plus two thirds of the equilibrium noise.

## 8. A narrow metal line

Take a line 20 nm wide, 40 nm high and 500 nm long, with transport mean free path $\lambda=20$ nm, at 1 K and 1 mV. The electron density, $8.5\times10^{22}$ cm⁻³, is a rough value for copper. For a free-electron sphere, $k_F=(3\pi^2n)^{1/3}=13.6$ nm⁻¹. Counting the hard-wall transverse modes below the Fermi energy gives $N=11650$.

The relation between $\ell$ and $\lambda$ follows by equating two bulk conductivities. Drude's formula gives $ne^2\lambda/(\hbar k_F)=e^2k_F^2\lambda/(3\pi^2\hbar)$. The channel formula, with $k_F^2/4\pi$ channels per area, gives $(2e^2/h)(k_F^2/4\pi)\ell=e^2k_F^2\ell/(4\pi^2\hbar)$. Hence $\ell=4\lambda/3=26.67$ nm, and

$$s=\frac{500}{26.67}=18.75,\qquad g=\frac{11650}{19.75}=590.$$

The resistance is $h/(2e^2g)=21.9\ \Omega$, and the current is 45.7 µA. The shot noise is

$$\frac{2eI}{3}=4.88\times10^{-24}\ \text{A}^2/\text{Hz},$$

or 2.2 pA per root hertz. The equilibrium noise at 1 K is $2.52\times10^{-24}$ A²/Hz. Equation (18) gives a total of $6.57\times10^{-24}$ A²/Hz, less than the sum of the two because the equilibrium term enters with weight two thirds.

Equation (11) gives a finite-length correction to $F$ of $4\times10^{-5}$, and $1/g$ is $2\times10^{-3}$. The first figure relies on equivalent channels and should not be taken as the value for the line. Electrons travel at different angles to the axis, and a semiclassical Boltzmann treatment of isotropic scattering in three dimensions gives about $8\times10^{-4}$ at this length, falling roughly as $1/s^2$ instead of $1/s^3$. It also replaces $1+s$ by about $1.07+s$. Both changes are still small. Inelastic scattering is the larger concern. With $v_F=\hbar k_F/m$, the diffusion constant is $D=v_F\lambda/3=105$ cm²/s and the diffusion time $L^2/D$ is 24 ps. Equation (18) is a low-frequency result and here requires a noise frequency well below $k\Theta/h=21$ GHz.

If electrons exchanged energy strongly but lost none to phonons, they would acquire a local temperature $\Theta_e$. Heat balance with the Wiedemann–Franz law gives, at fractional position $y$,

$$\Theta_e^2=\Theta^2+\frac{3}{\pi^2}\left(\frac{eV}{k}\right)^2y(1-y).$$

For $\Theta=0$, averaging the local equilibrium noise gives

$$S=4k\mathcal G\int_0^1\Theta_e\,dy=4\mathcal G eV\frac{\sqrt3}{\pi}\frac{\pi}{8},$$

hence $F=\sqrt3/4=0.433$, 30% above one third. With the reservoirs at 1 K and a bias of 1 mV, the same heating would raise the total noise by only about 5%, since a finite reservoir temperature adds less to an already heated profile. To estimate the exchange rate, multiply $eV/\hbar$ by the resistance of a segment of length $\sqrt{\hbar D/eV}$, divided by $\hbar/e^2$. This gives a time of about 740 ps, thirty times the diffusion time, so the one-third regime is plausible here, provided that phonon emission is also slow compared with diffusion, that the metal is free of magnetic impurities, which can speed up energy exchange in copper considerably, and that the reservoirs are not heated by the current. The analogous dephasing estimate uses $k\Theta_e/\hbar$ and a self-consistent segment length. At the hottest temperature in the profile, 3.35 K, it gives about 1300 nm, longer than the line. Both are order-of-magnitude estimates.

These dimensions resemble a narrow copper interconnect, but 1 K is far from its usual operating temperature, and $5.7\times10^6$ A/cm² is a high current density for continuous service. At 300 K the line is about 12 times longer than a rough electron mean free path of 40 nm for scattering by phonons, so the assumption of no inelastic scattering fails. Even if (18) were applied there at the same resistance and 1 mV, the excess would be just $4\times10^{-5}$ of the equilibrium noise. Of these two contributions, equilibrium noise is then the one that matters. Slow fluctuations of the resistance, which add noise at low frequency, are not part of this comparison. A dominant weak link also breaks the model: if all its transmissions are small, (4) gives $F$ near 1 instead of one third.
